# Transient localization and carrier mobility in soft molecular crystals

## Model and conventions

One carrier moves on a long chain of molecules with spacing $a$:

$$H=-\sum_n J_n\left(|n\rangle\langle n+1|+|n+1\rangle\langle n|\right).$$

The hopping energies $J_n$ are independent Gaussian variables with mean $J$ and standard deviation $s$. Slow relative motion of the molecules changes them on a time scale $\tau$. The algebra uses atomic units, $\hbar=e=1$, where $e$ is the size of the carrier's charge; $\beta=1/kT$. Carriers are dilute, so Boltzmann statistics apply.

The lattice is slow and classical, and the carrier is taken to be in thermal equilibrium in each configuration. Brackets $\langle\cdots\rangle$ denote the thermal average, followed by an average over configurations. With $x(t)$ and $v(t)=dx/dt$ evolving in a frozen lattice, define

$$\Delta X^2(t)=\langle[x(t)-x(0)]^2\rangle,\qquad C_0(t)=\langle v(t)v(0)+v(0)v(t)\rangle .$$

The corresponding correlation in the moving lattice is $C(t)$. The central assumption is that lattice motion erases the frozen-lattice memory exponentially:

$$C(t)=C_0(t)\,e^{-t/\tau}.$$

## From velocity memory to mobility

Differentiating $\Delta X^2$ and writing $x(t)-x(0)=\int_0^t v(t')\,dt'$ gives

$$\frac{d\Delta X^2}{dt}=\int_0^t\langle v(t)v(t')+v(t')v(t)\rangle dt'=\int_0^t C_0(u)\,du,$$

because an equilibrium correlation depends only on $u=t-t'$. A second derivative gives $d^2\Delta X^2/dt^2=C_0(t)$. In the moving lattice the same relation holds with $C$. Since diffusion means $\Delta X^2\to2Dt$,

$$D=\frac12\int_0^\infty C_0(t)e^{-t/\tau}dt .$$

Integrate by parts twice. Both $\Delta X^2$ and its first derivative vanish at $t=0$, and the exponential removes the terms at infinity. Each integration supplies a factor $1/\tau$:

$$\int_0^\infty C_0e^{-t/\tau}dt=\frac1{\tau^2}\int_0^\infty\Delta X^2(t)e^{-t/\tau}dt=\frac{L^2}{\tau},$$

$$L^2=\frac1\tau\int_0^\infty\Delta X^2(t)e^{-t/\tau}dt,\qquad D=\frac{L^2}{2\tau}.$$

Thus $L^2$ is the mean-square displacement after a random, exponentially distributed lifetime of mean $\tau$. The carrier performs a random walk with one step of size $L$ per lattice lifetime.

Mobility follows from energy absorption. Let $n,m$ label eigenstates of carrier and lattice together, with populations $p_n$ and $\omega_{mn}=E_m-E_n$. A field $F\cos\omega t$ adds $-Fx\cos\omega t$ to the energy. The golden rule with amplitude $F/2$ gives the net absorbed power

$$P=\omega\,\frac{\pi F^2}{2}\sum_{nm}(p_n-p_m)|x_{mn}|^2\delta(\omega_{mn}-\omega).$$

The real part of the mobility is defined by $P=\mu(\omega)F^2/2$. Using $v_{mn}=i\omega_{mn}x_{mn}$,

$$\mu(\omega)=\frac\pi\omega\sum_{nm}(p_n-p_m)|v_{mn}|^2\delta(\omega_{mn}-\omega).$$

Inserting eigenstates in the correlation gives $C(t)=2\sum_{nm}p_n|v_{mn}|^2\cos\omega_{mn}t$. Its transform contains delta functions at $\omega_{mn}=\pm\omega$; exchanging labels in the second set yields

$$\mathrm{Re}\int_0^\infty C(t)e^{i\omega t}dt=\pi\sum_{nm}(p_n+p_m)|v_{mn}|^2\delta(\omega_{mn}-\omega).$$

Equilibrium requires $p_m=p_ne^{-\beta\omega}$ on each line, so $p_n-p_m=\tanh(\beta\omega/2)(p_n+p_m)$. Therefore

$$\mu(\omega)=\frac{\tanh(\beta\omega/2)}{\omega}\,\mathrm{Re}\int_0^\infty C(t)e^{i\omega t}dt .$$

As $\omega\to0$, the prefactor tends to $\beta/2$ and the integral to $2D$. With the charge restored,

$$\boxed{\mu=\frac{eD}{kT}=\frac{eL^2}{2\tau kT}}.$$

This formula does not by itself imply localization. In a perfect chain $C_0=2\langle v^2\rangle$ is constant, so $L^2=2\langle v^2\rangle\tau^2$ and $\mu=e\langle v^2\rangle\tau/kT$, the Drude result. Suppression depends on what disorder does to $C_0$.

## The Boltzmann value

The mean chain has energy $-2J\cos ka$ and velocity $v=2Ja\sin ka$. For $N$ sites, the bond deviations $\delta J_n$ couple Bloch states through

$$\langle k'|V|k\rangle=-\frac1N\sum_n\delta J_n e^{i(k-k')na}\left(e^{ika}+e^{-ik'a}\right).$$

Independent bonds give the mean square $(2s^2/N)[1+\cos(k+k')a]$. Elastic backscattering, $k'=-k$, therefore has strength $4s^2/N$. The density of final states at $-k$ is $Na/(2\pi|v|)$, so the backscattering rate is

$$\Gamma=2\pi\,\frac{4s^2}{N}\,\frac{Na}{2\pi|v|}=\frac{4s^2a}{|v|}.$$

Each event reverses the velocity, changing it by $-2v$. Hence $1/\tau_{\rm tr}=2\Gamma=8s^2a/|v|$. Boltzmann theory then has $C(t)=2\langle v^2e^{-t/\tau_{\rm tr}}\rangle$, and

$$D_B=\langle v^2\tau_{\rm tr}\rangle=\frac{\langle|v|^3\rangle}{8s^2a}.$$

For the thermal average set $z=2J/kT$ and $u=\cos ka$. The numerator integral is

$$\int_{-1}^{1}(1-u^2)e^{zu}du=\frac2z\int_{-1}^{1}ue^{zu}du=\frac{4(z\cosh z-\sinh z)}{z^3},$$

where the first equality is an integration by parts with vanishing end terms. The normalizing integral is $\int_0^\pi e^{z\cos\theta}d\theta=\pi I_0(z)$, with $I_0$ the modified Bessel function. Since $(2Ja)^3/(8s^2a)=J^3a^2/s^2$,

$$D_B=\frac{J^3a^2}{s^2}\,\frac{4(z\cosh z-\sinh z)}{\pi z^3I_0(z)},\qquad \mu_B=\frac{eD_B}{kT}.$$

## Why the Drude peak disappears

Boltzmann theory adds the probabilities of successive scattering events. A slow lattice also preserves the phases between them. Consider two scatterers with transmission probabilities $T_i$ and reflection probabilities $R_i=1-T_i$. Adding the probabilities of all internal reflections gives $T=T_1T_2/(1-R_1R_2)$, from which

$$\frac{1-T}{T}=\frac{R_1}{T_1}+\frac{R_2}{T_2}.$$

This resistance-like quantity grows in proportion to length, as it does in diffusion. Adding amplitudes instead gives

$$T=\frac{T_1T_2}{|1-\sqrt{R_1R_2}\,e^{i\phi}|^2}.$$

For a uniformly distributed phase $\phi$, the average of $\ln|1-re^{i\phi}|^2=-2\,\mathrm{Re}\sum_{j\ge1}r^je^{ij\phi}/j$ is zero when $r<1$. Thus $\overline{\ln T}=\ln T_1+\ln T_2$, and typical transmission falls exponentially with length. The carrier is localized. The uniform-phase assumption fails near the band edges, where scattering is strong. States there are still localized, but their length must be computed numerically. At the band centre of this model the localization length diverges. In the example below, a state there has a thermal weight smaller than one at the band bottom by a factor $e^{-z}$, with $z\approx7.7$.

In the frozen chain $\Delta X^2$ therefore nearly saturates; the few states close to the band centre leave only a very slow growth. Its slope, $\int_0^tC_0\,du$, tends to zero. Because $C_0(0)=2\langle v^2\rangle$ is positive, $C_0$ must later become negative: the carrier turns back. The negative part cancels the zero-frequency response and leaves an absorption peak at finite frequency. Lattice motion cuts off the negative part before cancellation is complete, so a small steady mobility survives.

## Limits of the formula

**Slow lattice.** Once $\Delta X^2$ has saturated well within $\tau$, $L$ is constant and $\mu\propto1/\tau$. Faster fluctuations then raise the mobility, opposite to the Drude dependence on a scattering time.

**Fast lattice.** Suppose the lattice changes before interference develops, and $C_0\approx2\langle v^2\rangle e^{-t/\tau_e}$, where $\tau_e$ is a single elastic time. The formula gives $D=\langle v^2\rangle/(1/\tau_e+1/\tau)$, which is below the Boltzmann value $\langle v^2\rangle\tau_e$. This reduction is spurious, because redrawing the bonds does not itself destroy momentum. Let

$$\Phi=\int_0^\infty\frac{C_0(t)}{C_0(0)}e^{-t/\tau}dt .$$

If the surviving velocity restarts the same decay after each redraw, the total memory time is

$$\Phi+\frac{\Phi^2}{\tau}+\cdots=\frac{\Phi}{1-\Phi/\tau}.$$

For the exponential case this equals $\tau_e$, the Boltzmann memory time. That recovery assumes scattering stays elastic, $\hbar/\tau\ll J$. When $\hbar/\tau$ reaches $J$, the lattice averages the disorder away and the diffusivity rises above the elastic Boltzmann value. With disorder as strong as in the examples below, $\hbar/\tau_e$ is itself of order $J$, so a lattice faster than $\tau_e$ is already in that regime. The localization formula thus needs $\tau\gg\tau_e$ and

$$\frac\Phi\tau=\frac{L^2}{2\tau^2\langle v^2\rangle}\ll1 .$$

The assumption can be compared with direct motion. Wave packets were propagated by a split-step method on 200-site rings, with $s=0.5J$ and $\hbar/\tau=0.1J$. All electronic states had equal weight, which is the infinite-temperature limit. In units of $Ja^2/\hbar$, the formula gives $D=1.00$. Redrawing all bonds at random times of mean spacing $\tau$ gives 1.05. Letting each bond vibrate, with frequencies spread between half and one and a half times $1/\tau$, gives 1.25. The Boltzmann value is 1.70. Identifying $\tau$ with an inverse vibration frequency is therefore an estimate, here about 20% low in $D$ relative to the vibrating lattice.

## A room-temperature example

Take $J=0.10$ eV, $s=0.03$ eV, $a=0.7$ nm, $T=300$ K and $\hbar/\tau=0.005$ eV, so $kT=0.02585$ eV and $\tau=132$ fs. Expanding $C_0$ in frozen-lattice eigenstates and integrating gives the form used for computation:

$$L^2=2\sum_{nm}\frac{p_n|v_{mn}|^2}{\omega_{mn}^2+\tau^{-2}} .$$

Diagonalizing 40 random rings of 200 sites, each weighted by its partition sum as if it were a segment of one long chain, yields $L^2/a^2=14.7\pm0.5$, where the uncertainty is the sampling error, and $L=2.7$ nm. With $ea^2/\hbar=7.44$ cm²/Vs,

$$\mu=7.44\times14.7\times\frac{0.005}{2\times0.02585}\approx10.6\ \mathrm{cm^2/Vs}.$$

The Boltzmann formula gives 20.3 cm²/Vs, so the ratio is 0.52. Boltzmann theory also signals its own failure. Its mean free path, the average of $|v|\tau_{\rm tr}$, is 0.47 nm, less than one molecular spacing. Its mean scattering time is 5.2 fs, which implies an energy broadening of about 0.13 eV, five times $kT$.

The lattice lifetime is about 25 times this scattering time. In the frozen disordered chain $\langle v^2\rangle\approx1.15\,J^2a^2/\hbar^2$, more than twice the clean-band value of 0.48, so $\Phi/\tau\approx14.7\times0.05^2/(2\times1.15)=0.016$. Both conditions for the formula are met.

The frozen-lattice correlation turns negative after 13 fs. Its minimum is only about a tenth of its initial value in size, but the negative part lasts long enough to matter. The absorption peak is broad and lies near 0.035 eV, where the mobility is 24 cm²/Vs, more than twice the steady value.

Changing the lattice speed with all else fixed gives:

| $\hbar/\tau$ (eV) | $L$ (nm) | $\mu$ (cm²/Vs) |
|---|---:|---:|
| 0.0025 | 3.1 | 6.8 |
| 0.005 | 2.7 | 10.6 |
| 0.010 | 2.2 | 14.7 |
| 0.020 | 1.8 | 18.2 |

Halving the speed from 0.005 eV lowers the mobility by 35%, not 50%, because $L$ is still growing. The strict $1/\tau$ limit has not been reached. At the other end, the last row has $\Phi/\tau\approx(1.8/0.7)^2\times0.2^2/(2\times1.15)\approx0.1$. The condition $\Phi/\tau\ll1$ is then met less well, and that mobility is less certain.

If $s\propto\sqrt T$, as for classical harmonic motion, and $\tau$ is fixed, the mobility is 12.4 cm²/Vs at 250 K and 8.7 cm²/Vs at 350 K. A mobility that falls on heating is thus not sufficient evidence for Boltzmann band transport.

The damping assumption has an ambiguity of its own. One may damp the response to a field instead of the symmetrized velocity correlation. The factor $1/\omega$ in the absorption formula then stays with each transition, and broadening the lines gives

$$\mu_{\rm resp}=\sum_{nm}\frac{p_n-p_m}{\omega_{mn}}|v_{mn}|^2\frac{\tau^{-1}}{\omega_{mn}^2+\tau^{-2}} .$$

The two choices agree when the important transition energies are small compared with $kT$. Here the second gives 9.7 cm²/Vs, 8% below the first.

## Real crystals and design

The parameters are rough values for the regime of crystalline rubrene, whose room-temperature hole mobility is roughly 10 cm²/Vs. The similar model result is not a validation, because rubrene is not a set of isolated chains. Adding a cross-chain hopping of 0.02 eV, with the same relative fluctuation, raises the computed mobility from 10.6 to about 20 cm²/Vs (19, with a sampling error above 1) on sheets of 50 by 8 molecules. This is the largest correction examined. The sheets are small, and larger ones may give a somewhat higher value. The sheet mobility is close to the single-chain Boltzmann value, but that is not the Boltzmann value of the sheet, which was not computed. The ratio 0.52 should therefore not be carried over to a two-dimensional crystal. Weaker return interference is a plausible cause of the increase, but it was not isolated.

Fast vibrations within the molecules also matter. For a rough reorganization energy $\lambda=0.15$ eV and mode energy $\hbar\omega_v=0.17$ eV, the vibrational overlap reduces every hopping energy by $e^{-\lambda/(2\hbar\omega_v)}=0.64$. This estimate assumes a mode much faster than the hopping, which is only marginally true here. Scaling both $J$ and $s$ raises the mobility to 13.5 cm²/Vs, although the band is narrower. A likely reason is that thermal carriers occupy states higher in the narrowed band. The Boltzmann path $(a/2)(J/s)^2\sin^2ka$ is longer there, while $J/s$ is unchanged.

Other corrections are smaller. For a lattice mode of energy $\hbar/\tau=0.005$ eV, quantum motion raises the bond variance by 0.3%. At 0.01 carriers per molecule, the occupancy at the bottom of the clean band is about 0.07. The low states of the disordered chain fill more: the lowest state of a segment of a few hundred sites typically to about 0.25, and rarer, deeper states of a long chain further still. The average occupancy weighted by carriers is only about 0.1, so dilute statistics remain reasonable. Linear response becomes doubtful as the field approaches $kT/(eL)\approx0.1$ MV/cm. Traps, contacts, static impurities and the carrier's own distortion of the lattice are outside the model.

For practical work, three steps follow:

- **Check the regime.** Compare the Boltzmann mean free path with the molecular spacing, and the elastic time with the lattice period. A short path combined with a slow lattice calls for $L$, not a Drude scattering time.
- **Include the transverse couplings** before predicting a mobility or ranking materials. In this example even a coupling one fifth as large as the main one changes the answer by about a factor of two.
- **Measure the frequency response** where possible. A finite-frequency peak with a suppressed steady value supports transient localization, provided that traps and other absorption processes have been excluded.

Speeding up the lattice helps at fixed $s$ in the regime of the table. A real change of molecular packing or stiffness generally alters $J$, $s$ and $\tau$ together, so all three must be recalculated before this becomes a design rule.
